# Symmetry and counting of Coulomb and Gaunt integrals over Kramers pairs, part 2

We ask which two-electron integrals over $n$ Kramers pairs of four-component spinors are independent, in Hartree atomic units. The Coulomb operator $1/r_{12}$ has $O=1$, $t=+1$; the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ has $O=\boldsymbol\alpha$ (Dirac matrices), $t=-1$. Time reversal $K$ obeys $K^2=-1$, $KO=tOK$ and

$$(K\phi)^\dagger(K\chi)=\phi^{T}J^\dagger J\chi^*=\phi^{T}\chi^*=(\phi^\dagger\chi)^*,\tag{1}$$

with $J$ a real matrix, $J^\dagger J=1$. A pair is $p$, $\bar p=Kp$. Capital $P$ is any of the $2n$ labels, $\bar P$ its partner, and $KP=s(P)\,\bar P$, $s(p)=+1$, $s(\bar p)=-1$. With $\Omega_{PQ}=P^\dagger OQ$,

$$(PQ|RS)=t\iint\frac{\Omega_{PQ}(1)\cdot\Omega_{RS}(2)}{r_{12}}\,d^3r_1\,d^3r_2,$$

$$\Omega_{PQ}^*=(P^\dagger OQ)^*=Q^\dagger OP=\Omega_{QP},\tag{4}$$

$$\Omega_{PQ}=\tau_{PQ}\,\Omega_{\bar Q\bar P},\qquad \tau_{PQ}=t\,s(P)\,s(Q),\tag{5}$$

$$\Omega_{\bar p\bar q}=t\,\Omega_{qp},\qquad \Omega_{\bar pq}=-t\,\Omega_{\bar qp},\qquad \Omega_{p\bar q}=-t\,\Omega_{q\bar p}.\tag{6}$$

If the $\Omega_{PQ}$ contain $m$ independent real functions $\omega_a$, the integrals are fixed combinations of the real symmetric $V_{ab}=\iint\omega_a(1)\,\omega_b(2)/r_{12}$, with $m(m+1)/2$ independent entries. The Coulomb and Gaunt $m$ add to $4n^2$.

The symmetry group, of order 16, is generated by

- $\mathcal P$: $(PQ|RS)=(RS|PQ)$
- $\mathcal H$: $(PQ|RS)=(QP|SR)^*$
- $\mathcal T_1$, $\mathcal T_2$: (5) applied to the first or second slot alone.

$\mathcal P,\mathcal T_1,\mathcal T_2$ generate $D_4$. Global reversal $\Theta=\mathcal T_1\mathcal T_2\mathcal H$ gives $(PQ|RS)=s(P)s(Q)s(R)s(S)\,(\bar P\bar Q|\bar R\bar S)^*$. Only $\mathcal P,\mathcal H,\Theta$ would give five classes; the full group gives four. In bar patterns (1 = barred):

- A, $(pq|rs)$: 0000, 1100, 0011, 1111
- B, $(\bar pq|rs)$: the eight with an odd number of bars
- C, $(\bar pq|\bar rs)$: 1010, 0101
- D, $(\bar pq|r\bar s)$: 1001, 0110

With $b=1$ for barred labels and 0 otherwise, $x=b(P)-b(Q)$, $y=b(R)-b(S)$.

One pair has one real Coulomb parameter and six Gaunt ones. For Gaunt, real currents are defined by $\Omega_{pp}=\mathbf j^z$, $\Omega_{\bar pp}=\mathbf j^x+i\,\mathbf j^y$, and $W_{kl}=\iint\mathbf j^k(1)\cdot\mathbf j^l(2)/r_{12}$:

$$\begin{aligned}A&=(pp|pp)=-W_{zz},\\ B&=(\bar pp|pp)=-(W_{xz}+iW_{yz}),\\ C&=(\bar pp|\bar pp)=-(W_{xx}-W_{yy}+2iW_{xy}),\\ D&=(\bar pp|p\bar p)=-(W_{xx}+W_{yy}).\end{aligned}\tag{7}$$

Nonrelativistically, $p=\phi_p\chi_\uparrow$ and $\bar p=\phi_p\chi_\downarrow$ with real $\phi_p$.

## Counting the unique integrals

Every integral of a class can be moved onto the representative pattern. What remains is the subgroup that leaves this pattern fixed, of order 16 divided by the class size, acting on the $n^4$ choices of pair labels $p,q,r,s$. Two rules handle the special cases. If a linear element maps an integral to itself with sign $-1$, the integral vanishes. If an element carrying conjugation maps it to itself with sign $+1$, it is real.

The number of orbits of a finite group $G$ on a finite set is the average number of fixed points of its elements (Burnside's lemma). The reason is that the pairs $(g,z)$ with $gz=z$ can be counted by $z$: a point in an orbit of size $\ell$ is fixed by $|G|/\ell$ elements, so each orbit contributes $|G|$ pairs.

Class A. The stabilizer of 0000 is $\{1,\mathcal P,\mathcal H,\mathcal P\mathcal H\}$, and all its signs are $+1$, so nothing is forced to vanish. The identity fixes $n^4$ quadruples. $\mathcal P$ fixes $(pq|pq)$, $\mathcal H$ fixes $(pp|rr)$, and $\mathcal P\mathcal H$, which sends $(pq|rs)$ to $(sr|qp)^*$, fixes $(pq|qp)$; each set has $n^2$ members. The number of unique integrals is $(n^4+3n^2)/4$. The real ones are $(pp|rr)$, with $n(n+1)/2$ orbits under $p\leftrightarrow r$, and $(pq|qp)$ with $p\ne q$, with $n(n-1)/2$ orbits, together $n^2$. The number of real parameters is

$$2\cdot\frac{n^4+3n^2}{4}-n^2=\frac{n^2(n^2+1)}{2}.$$

For the other classes put $f_{pq}=\Omega_{\bar pq}$. By (6), $f_{pq}=-t\,f_{qp}$: antisymmetric for Coulomb, with zero diagonal, and symmetric for Gaunt. The number of independent complex functions is $n(n-1)/2$ or $n(n+1)/2$, that is

$$k=\frac{n(n-t)}{2}.$$

Let $a,b=1,\dots,k$ number them.

Class B. The stabilizer of 1000 is $\{1,\mathcal T_1\}$, which is just the symmetry of $f_{pq}$. The integrals are $(f_a|\Omega_{rs})$ with $r,s$ free: $kn^2$ of them. The stabilizer has no conjugating element, so none is forced to be real, and there are $2kn^2$ real parameters. For Coulomb the $n^3$ integrals $(\bar pp|rs)$ vanish.

Class C. The stabilizer of 1010 is the whole of $D_4=\langle\mathcal T_1,\mathcal T_2,\mathcal P\rangle$, all linear. The integrals $(f_a|f_b)$ form a complex symmetric $k\times k$ matrix: $k(k+1)/2$ complex numbers, $k(k+1)$ real parameters.

Class D. By (4), $\Omega_{r\bar s}=\Omega_{\bar sr}^*=f_{sr}^*$, so the integrals are $(f_a|f_b^*)$. The stabilizer of 1001 is $\langle\mathcal T_1,\mathcal T_2,\mathcal P\mathcal H\rangle$, and $\mathcal P\mathcal H$ states $(f_a|f_b^*)=(f_b|f_a^*)^*$. The matrix is Hermitian: $k(k+1)/2$ unique entries, of which the $k$ diagonal ones are real, and $k^2$ real parameters.

| class | unique | real among them | real parameters |
|---|---|---|---|
| A | $(n^4+3n^2)/4$ | $n^2$ | $n^2(n^2+1)/2$ |
| B | $kn^2$ | 0 | $2kn^2$ |
| C | $k(k+1)/2$ | 0 | $k(k+1)$ |
| D | $k(k+1)/2$ | $k$ | $k^2$ |

Test against the opening argument. The unbarred block $\Omega_{pq}$ is Hermitian and holds $n^2$ real functions, the $f_a$ hold $2k$, and (4) and (6) give all other blocks from these. So

$$m=n^2+2k=n(2n-t),$$

and the Coulomb and Gaunt values add to $4n^2$. The sum of the last column is

$$\frac{n^4+n^2}{2}+2kn^2+2k^2+k=\frac{(n^2+2k)^2+(n^2+2k)}{2}=\frac{m(m+1)}{2},$$

as it must be. For $n=1$, $k=0$ for Coulomb and $k=1$ for Gaunt, giving real parameters $(1,0,0,0)$ and $(1,2,2,1)$, the result of the one-pair case. For $n=2$ the Coulomb counts are $(10,8,2,1)$ with total 21 and $m=6$, and the Gaunt counts are $(10,24,12,9)$ with total 55 and $m=10$, against $32n^4=512$ real numbers in the unreduced list of $(2n)^4$ complex integrals. For $n=3$ the totals are 120 and 231 out of 2592, and for $n=4$ they are 406 and 666 out of 8192.

For large $n$, $m^2/2=2n^4(1-t/2n)^2\approx2n^4(1-t/n)$, so the saving $32n^4/[m(m+1)/2]$ is about $16(1+t/n)$. It tends to the order of the group from above for Coulomb, where some integrals vanish, and from below for Gaunt. At $n=100$ it is 16.160 and 15.840. A further consequence is that the supermatrix with rows $PQ$ and columns $RS$, of dimension $4n^2$, has rank at most $m$.

## No further linear relation exists

The claim is that any real-linear relation among the integrals that holds for all choices of the $n$ spinors follows from the group above.

Let $\mathcal M_t$ be the real vector space of Hermitian $2n\times2n$ matrices $Y$ with $Y_{PQ}=\tau_{PQ}Y_{\bar Q\bar P}$. It has dimension $m$ by the count just made. With a basis $Y^a$, equations (4) and (5) say $\Omega_{PQ}(\mathbf r)=\sum_a\omega_a(\mathbf r)Y^a_{PQ}$ with real $\omega_a$ (vector-valued for Gaunt), and $(PQ|RS)=t\sum_{ab}Y^a_{PQ}Y^b_{RS}V_{ab}$. A linear relation among the integrals becomes $\sum_{ab}L_{ab}V_{ab}=0$, where $L$ may be taken symmetric because $V$ is. Since the group leaves exactly $m(m+1)/2$ parameters free, the relation is a consequence of the group if and only if $L=0$.

Take each spinor as a sum $p=p^{(1)}+p^{(2)}$ of parts confined to two small disjoint regions a distance $d$ apart. The operator $K$ is local, so the partners split in the same way. Products of parts from different regions vanish, and $\omega_a=\omega_a^{(1)}+\omega_a^{(2)}$. With the moments $u_a=\int\omega_a^{(1)}$ and $v_a=\int\omega_a^{(2)}$,

$$V_{ab}=V^{(11)}_{ab}+V^{(22)}_{ab}+\frac{u_a\cdot v_b+u_b\cdot v_a}{d}+O(d^{-2}).$$

The first two terms do not depend on $d$. Letting $d\to\infty$ shows that $L$ annihilates their sum. Multiplying the remainder by $d$ and taking the limit again gives $\sum_{ab}L_{ab}\,u_a\cdot v_b=0$ for all attainable moments.

It remains to show that the attainable moments span the whole space, $\mathcal M_{+1}$ for Coulomb and three copies of $\mathcal M_{-1}$ for Gaunt. Choose $P^{(1)}=g(\mathbf r)\,c_P$ with one real normalized function $g$ and constant columns $c_P\in\mathbb C^4$ obeying $c_{\bar P}=s(P)Kc_P$. The moment matrices are $U^l_{PQ}=c_P^\dagger O_lc_Q$, where $l$ runs over the components of $O$. If they did not span, there would be matrices $Y^l\in\mathcal M_t$, not all zero, orthogonal to all of them. Define, for two stacks $a=(a_P)$ and $b=(b_P)$ of columns, the Hermitian form

$$F(a,b)=\sum_l\sum_{PQ}(Y^l_{PQ})^*\;a_P^\dagger O_l\,b_Q .$$

Orthogonality reads $F(c,c)=0$ for every allowed stack. The allowed stacks are the fixed points of the antilinear map $(\Lambda c)_{\bar P}=s(P)Kc_P$. It satisfies $(\Lambda^2c)_P=s(\bar P)s(P)K^2c_P=c_P$, so any stack is $a+ib$ with the fixed points $a=(c+\Lambda c)/2$ and $b=(c-\Lambda c)/2i$. Next, by (1) and $OK=tKO$,

$$F(\Lambda a,\Lambda b)=\sum_l\sum_{PQ}(Y^l_{\bar P\bar Q})^*\,s(P)s(Q)\,t\,(a_P^\dagger O_lb_Q)^* ,$$

and the defining property $Y_{QP}=\tau_{PQ}Y_{\bar P\bar Q}$ with hermiticity gives $\tau_{PQ}Y_{\bar P\bar Q}^*=Y_{QP}^*=Y_{PQ}$. Hence $F(\Lambda a,\Lambda b)=F(a,b)^*$. On fixed points $F$ is therefore real, and being Hermitian it is symmetric there. From $0=F(a+b,a+b)=2F(a,b)$ it vanishes on all pairs of fixed points, and by sesquilinearity everywhere. So $\sum_l(Y^l_{PQ})^*O_l=0$ as a $4\times4$ matrix for each $P,Q$. For Coulomb this is $Y=0$. For Gaunt, multiplying by $\alpha_{l'}$ and using $\mathrm{tr}\,\alpha_l\alpha_{l'}=4\delta_{ll'}$ gives $Y^{l'}=0$. The moments span.

The condition $\sum L_{ab}u_a\cdot v_b=0$ is linear in $u$ and in $v$ separately, so it extends to the spans. Taking $u$ and $v$ as unit vectors $a$ and $b$ in the same Cartesian component gives $L_{ab}=0$.

Only linear equalities are excluded. The kernel $1/r_{12}$ has the positive Fourier transform $4\pi/\kappa^2$, so $V$ is positive semidefinite. The diagonal integrals $(pq|qp)$ and $(\bar pq|q\bar p)$ are thus nonnegative for Coulomb and nonpositive for Gaunt, and Schwarz inequalities bound the rest.

## Where the relations hold and where they fail

The derivation used a real symmetric kernel and one-electron factors of definite parity $t$. The instantaneous Breit operator $-[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r}_{12})(\boldsymbol\alpha_2\cdot\hat{\mathbf r}_{12})]/2r_{12}$ replaces the scalar product by a real symmetric tensor kernel between the same two currents, so all sixteen relations hold for it with $t=-1$. A symmetric kernel with an imaginary part destroys $\mathcal H$, and with it $\Theta$; $\mathcal P$, $\mathcal T_1$ and $\mathcal T_2$ remain.

The sum of Coulomb and Gaunt integrals has no definite $t$. For the sum, $\mathcal P$, $\mathcal H$ and $\Theta$ survive, together with $\mathcal T_1\mathcal T_2=\Theta\mathcal H$, but $\mathcal T_1$ alone does not, and there are five classes. A program that adds the two contributions and then fills in $(\bar q\bar p|rs)$ from $(pq|rs)$ gives the Gaunt part the wrong sign.

Antisymmetrized integrals $(PQ|RS)-(PS|RQ)$ also lose the one-electron reversal. The operation $\mathcal T_1$ sends the first term to $(\bar Q\bar P|RS)$, whose exchange partner is $(\bar QS|R\bar P)$, while it sends the second term to $(\bar S\bar P|RQ)$, a different integral. Besides $\mathcal P$ and $\mathcal H$, only the global reversal $\Theta$, and with it $\mathcal T_1\mathcal T_2=\Theta\mathcal H$, carries over from the group. These integrals have a relation of their own, the change of sign under $Q\leftrightarrow S$. It joins the pattern 1100 to 1001, so they fall into four classes that differ from A to D: 0000 with 1111; 1100, 0011, 1001 and 0110; 1010 with 0101; and the eight patterns with an odd number of bars.

The relations need the barred functions to be exactly $Kp$. In an external magnetic field, or in an unrestricted open-shell calculation where the mean field is not even under time reversal, the optimized spinors are in general not paired, and of the relations above only $\mathcal P$ and $\mathcal H$ are then guaranteed. In the opposite direction, spatial symmetry adds relations, because the spinors are then no longer arbitrary; the counts above are upper bounds in that case. For a linear molecule the operators conserve the total angular momentum about the axis, so $(PQ|RS)$ vanishes unless $\omega_P+\omega_R=\omega_Q+\omega_S$, where $\omega$ is the axial quantum number. If every unbarred spinor has $\omega=+\tfrac12$, every barred one has $-\tfrac12$, so $\omega_Q-\omega_P=x$, $\omega_S-\omega_R=y$, and the rule is $x+y=0$. Classes B and C vanish and A and D remain.

Finally, the division into classes depends on which combination within each pair is called unbarred. The total $m(m+1)/2$ does not, but weight can move between classes when the choice is changed, as the rotation of a pair below shows.

## Closed-shell energy

For a determinant of $2n$ orthonormal occupied spinors,

$$E_2=\tfrac12\sum_{IJ}\left[(II|JJ)-(IJ|JI)\right].$$

Fix pairs $i,j$ and sum over the four ways to place bars. In the direct term, $\mathcal T_1$ and $\mathcal T_2$ give $(\bar i\bar i|jj)=(ii|\bar j\bar j)=t(ii|jj)$ and $(\bar i\bar i|\bar j\bar j)=t^2(ii|jj)$, in total $(1+t)^2(ii|jj)$. In the exchange term, $\mathcal T_1\mathcal T_2$ and then $\mathcal P$ give $(\bar i\bar j|\bar j\bar i)=t^2(ji|ij)=(ij|ji)$. Also $\Theta$ gives $(i\bar j|\bar ji)=(\bar ij|j\bar i)^*$ with sign $(-1)^2=+1$, and $(\bar ij|j\bar i)=(f_{ij}|f_{ij}^*)$ is a real diagonal element of class D. Therefore

$$E_2=\sum_{ij}\left[\tfrac12(1+t)^2(ii|jj)-(ij|ji)-(\bar ij|j\bar i)\right].\tag{9}$$

Only classes A and D enter. For Coulomb the first term is $2(ii|jj)$, and in the nonrelativistic limit with all unbarred members $\phi_i\chi_\uparrow$ one has $f_{ij}=0$, so (9) reduces to the sum of $2J_{ij}-K_{ij}$. If the spin axes of pairs $i$ and $j$ differ by an angle $\theta$, $K_{ij}$ is shared as $\cos^2\frac\theta2\,K_{ij}$ in class A and $\sin^2\frac\theta2\,K_{ij}$ in class D, and the sum is the same. For Gaunt the direct term vanishes because a closed shell carries no net current, and the remaining integrals are all nonpositive, so the first-order Gaunt energy of a closed shell is never negative.

For one pair, (9) gives $-A-D=W_{xx}+W_{yy}+W_{zz}$. The same result comes from the two-electron formula $(pp|\bar p\bar p)-(p\bar p|\bar pp)=W_{zz}+(W_{xx}+W_{yy})$, where the first term is the repulsion of two antiparallel currents. In (9) that term has cancelled against the direct self terms with $I=J$, and the exchange self term $-(pp|pp)$, of equal value, stands in its place.

## Rotating a pair

Let $p'=\cos\frac\theta2\,p+\sin\frac\theta2\,\bar p$. Since the coefficients are real and $K\bar p=-p$, $\bar p'=\cos\frac\theta2\,\bar p-\sin\frac\theta2\,p$. With $\gamma=\cos\frac\theta2$, $\eta=\sin\frac\theta2$ and the Gaunt distributions,

$$\Omega_{p'p'}=(\gamma^2-\eta^2)\mathbf j^z+\gamma\eta\,(\Omega_{p\bar p}+\Omega_{\bar pp})=\cos\theta\,\mathbf j^z+\sin\theta\,\mathbf j^x,$$

$$\Omega_{\bar p'p'}=\gamma^2\Omega_{\bar pp}-\eta^2\Omega_{p\bar p}+\gamma\eta\,(\Omega_{\bar p\bar p}-\Omega_{pp})=\cos\theta\,\mathbf j^x-\sin\theta\,\mathbf j^z+i\,\mathbf j^y .$$

The triple of currents turns as a vector about the $y$ axis. Suppose $B=C=0$ before the rotation, as in the axial case; by (7) $W$ is then diagonal with $W_{xx}=W_{yy}$. Inserting the rotated currents in (7),

$$\begin{aligned}A'&=-(\sin^2\theta\,W_{xx}+\cos^2\theta\,W_{zz}),\\ B'&=-\sin\theta\cos\theta\,(W_{xx}-W_{zz}),\\ C'&=-(\cos^2\theta\,W_{xx}+\sin^2\theta\,W_{zz}-W_{xx})=-\sin^2\theta\,(W_{zz}-W_{xx}),\\ D'&=-\left[(1+\cos^2\theta)\,W_{xx}+\sin^2\theta\,W_{zz}\right].\end{aligned}\tag{10}$$

The sum $A'+D'=-(2W_{xx}+W_{zz})$ is independent of $\theta$, so the pair energy is unchanged, and $B'$, $C'$ measure the anisotropy of $W$. For an isotropic tensor $B$ and $C$ vanish in every frame and $D=2A$.

The unique integrals have been counted, the group has been shown to give every linear relation valid for arbitrary spinors, and the closed-shell energy and the effect of rotating a pair have been derived. What remains is the size of the Gaunt pair energy, a worked example for LiH, and the numerical check.
